Transfer length and resistance of a finite planar contact, derived two ways

## First half: the answer from the potential in the layer

### What dimensions settle in advance

A metal strip lies on a thin conducting layer, such as a doped semiconductor film. Current flows along the layer, reaches the front edge of the metal, and passes up through the interface over some distance. Four quantities can affect the resistance R_c of this contact: its length L along the current, its width W across the current, the sheet resistance R_s of the layer under the metal, and the specific contact resistivity ρ_c of the interface.

The sheet resistance is defined by the statement that a piece of layer of length ℓ and width W, carrying current along ℓ, has resistance R_s ℓ/W. It is therefore measured in ohms, often written as ohms per square. The specific contact resistivity is the voltage across the interface divided by the current per unit area through it, so its unit is ohm times area.

The width is dealt with by symmetry. If nothing varies across the width, the contact can be cut into equal parallel strips without disturbing any current. Strips side by side conduct in parallel, so R_c is proportional to 1/W. The product W R_c then depends on R_s, ρ_c and L alone.

A length can be made from R_s and ρ_c in one way. The product R_s^a ρ_c^b has the unit ohm^(a+b) × metre^(2b). For this to be a length, 2b = 1 and a + b = 0, which gives b = 1/2 and a = −1/2. The length is

L_T = √(ρ_c/R_s),

and it is called the transfer length. A dimensionless number made from R_s, ρ_c and L must likewise be a power of L/L_T. Since R_s L_T has the unit of W R_c, the answer must have the form

R_c = (R_s L_T/W) F(L/L_T),

where F is a function of a pure number. The current does not appear because the materials are taken to be ohmic: doubling the current doubles every voltage. The thickness t of the layer does not appear separately because the layer is taken to be thin compared with both L_T and L. That assumption is examined at the end of the second half.

One limit of F follows without further work. If L is much less than L_T, the resistance along the layer under the metal matters little, the current crosses the interface evenly, and R_c approaches ρ_c/(WL). Since ρ_c = R_s L_T², this equals (R_s L_T/W)(L_T/L), so F(u) approaches 1/u for small u. The rest of F requires the laws of conduction.

### The model and its signs

Let x be the distance from the front edge, so that the contact occupies 0 ≤ x ≤ L. The metal is taken as the zero of potential along its whole length. This requires the voltage drop along the metal to be negligible. Let the metal have sheet resistance R_m, and let the current be drawn off evenly across the width, along one line of constant x. The current in the metal then flows along x and no cross-section carries more than the total current, so the metal's resistance contributes at most R_m L/W. For the contact resistance the condition is that R_m L/W be much less than R_c. The end resistance R_E, introduced below, can be far smaller than R_c in a long contact; for its formula to hold, R_m L/W should be much less than R_E as well. If the current is instead taken from a side of the strip or through a small via, it must also travel across the width, and the bound R_m L/W fails. Taken from one side, the metal adds about R_m W/(3L): for L = 1.5 µm, W = 10 µm and R_m = 0.5 Ω per square this is about 1.1 Ω, against R_m L/W = 0.075 Ω. It is this larger resistance that must then be small.

Let V(x) be the potential of the layer at x, and let I(x) be the current flowing in the layer through the cross-section at x, counted positive towards larger x. A current I₀ enters at the front edge. It leaves through the interface into the metal, and none leaves the layer at x = L:

I(0) = I₀,  I(L) = 0.

The second condition holds if the layer stops at x = L. It also holds if the layer continues past the metal but is connected to nothing there, since a steady current cannot flow into a dead end.

The contact resistance is defined as

R_c = V(0)/I₀.

It runs from the front edge of the contact to the metal. It includes the part of the layer lying under the metal and excludes the open layer in front of it. If I₀ is reversed, V reverses as well and the ratio is unchanged.

### Two local laws

Consider the slice of layer between x and x + dx. Its resistance along x is R_s dx/W. Current flowing towards larger x runs from higher to lower potential, so

V(x+dx) − V(x) = −(R_s dx/W) I(x).

Division by dx, followed by the limit of small dx, gives the first law:

dV/dx = −R_s I/W.   (1)

The top of the slice has area W dx. The voltage across the interface there is V(x) − 0, so the current per unit area passing into the metal is V/ρ_c. Charge does not pile up in a steady state. The current lost between the two faces of the slice is therefore the current that has gone into the metal:

I(x) − I(x+dx) = (W dx/ρ_c) V(x).

In the same limit this becomes the second law:

dI/dx = −W V/ρ_c.   (2)

To eliminate I, differentiate (1) with respect to x. Since R_s and W are constant,

d²V/dx² = −(R_s/W) dI/dx.

Insert (2). The two minus signs cancel and so does W:

d²V/dx² = (R_s/ρ_c) V = V/L_T².   (3)

The transfer length found from dimensions is thus the distance that sets how quickly the potential varies along the contact.

### The profiles

It is convenient to measure distance from the far end, in units of L_T:

s = (L − x)/L_T.

Then ds/dx = −1/L_T. Two differentiations with respect to x bring down the factor (−1/L_T)² = 1/L_T², so (3) says that the second derivative of V with respect to s is V itself. Both cosh s and sinh s have this property, and neither is a multiple of the other. The general solution of this linear second-order equation is therefore

V = A cosh s + B sinh s,

with constants A and B. The derivative of cosh s is sinh s, and that of sinh s is cosh s, so

dV/dx = −(1/L_T)(A sinh s + B cosh s).

Law (1), solved for the current, reads I = −(W/R_s) dV/dx. Hence

I = (W/(R_s L_T)) (A sinh s + B cosh s).

At x = L, s = 0, where sinh s = 0 and cosh s = 1. The condition I(L) = 0 then gives B = 0. At x = 0, s = L/L_T, and the condition I(0) = I₀ gives

(W/(R_s L_T)) A sinh(L/L_T) = I₀,

so that

A = R_s L_T I₀/(W sinh(L/L_T)).

With these constants the profiles are

I(x) = I₀ sinh[(L−x)/L_T]/sinh(L/L_T),   (4)

V(x) = (R_s L_T I₀/W) cosh[(L−x)/L_T]/sinh(L/L_T).   (5)

The current falls to zero at the far end. The potential falls too, but it stays above zero, and its slope vanishes at x = L because no current flows there.

### The contact resistance

At x = 0 the ratio cosh/sinh in (5) is the hyperbolic cotangent. Division by I₀ gives

R_c = (R_s L_T/W) coth(L/L_T).   (6)

The unknown function is F(u) = coth u. Because R_s L_T² = ρ_c, the factor in front can be written in three equal ways:

R_s L_T/W = ρ_c/(W L_T) = √(R_s ρ_c)/W.

The potential at the far end defines a second resistance, the end resistance. Since cosh 0 = 1, equation (5) gives

R_E = V(L)/I₀ = R_s L_T/(W sinh(L/L_T)).   (7)

It can be measured with a voltmeter connected between the metal and a piece of layer beyond the far end. The meter draws no appreciable current, so there is no voltage drop in that piece, and the meter reads V(L).

Together R_c and R_E determine both material parameters. Their ratio is R_c/R_E = cosh(L/L_T), which yields L_T. The identity coth²u − 1/sinh²u = 1 gives

R_c² − R_E² = (R_s L_T/W)² = R_s ρ_c/W²,

which yields the product R_s ρ_c. The ratio ρ_c/R_s = L_T² then separates the two. In a short contact R_c and R_E are nearly equal, and a small error in measuring either becomes a large error in R_s.

### Short and long contacts

For small u = L/L_T, use cosh u = 1 + u²/2 + … and sinh u = u(1 + u²/6 + …). Then

coth u = (1/u)(1 + u²/2)(1 − u²/6) + … = 1/u + u/3 + …,

because 1/2 − 1/6 = 1/3. Insertion in (6), with R_s L_T² = ρ_c, gives

R_c ≈ ρ_c/(WL) + R_s L/(3W)   for L ≪ L_T.   (8)

The first term is the interface conducting evenly over its full area. The second is one third of the resistance that the layer under the metal would have if it carried the full current along its whole length. This small term is reliable only if the layer is also thin compared with L. The second half traces this third to the way the current dies away.

For large u, coth u approaches 1 and R_c approaches the floor √(R_s ρ_c)/W. The derivative of coth u is −1/sinh²u, which is negative, so R_c falls steadily with length towards this floor. In a long contact, except close to the far end, (4) becomes I ≈ I₀ exp(−x/L_T). The current beyond a few transfer lengths is slight, and extra metal there has little to collect.

In that case the fraction of the current that crosses within the first L_T is 1 − 1/e. In a finite contact with L ≥ L_T the current still in the layer at x = L_T is, from (4),

I(L_T)/I₀ = sinh(u−1)/sinh u = (1/e)(1 − e^(2−2u))/(1 − e^(−2u)).

Since e^(2−2u) is larger than e^(−2u), the last quotient is below 1. Less than 1/e remains, so a larger fraction has crossed than in the long contact.

### A numerical case

Take the round values R_s = 100 Ω per square, ρ_c = 10⁻⁶ Ω cm², W = 10 µm, L = 1.5 µm and I₀ = 1 mA. The transfer length is

L_T = √(10⁻⁶ Ω cm²/100 Ω) = 10⁻⁴ cm = 1.00 µm.

So L/L_T = 1.5, where coth = 1.1048 and sinh = 2.1293. The factor in front is R_s L_T/W = 100 Ω × 1 µm/10 µm = 10 Ω, and

R_c = 10 Ω × 1.1048 = 11.05 Ω,

R_E = 10 Ω/2.1293 = 4.70 Ω.

At 1 mA the layer is 11.05 mV above the metal at the front edge and 4.70 mV above it at the far end. The interface is therefore loaded unevenly: the current density at the front is more than twice that at the back. Of the total current, 75.5% crosses within the first micrometre, compared with 63.2% in a long contact. These numbers assume an interface that is still ohmic at 11 mV, which is not small against kT/q ≈ 26 mV at room temperature. For an ideal thermionic law J = (kT/qρ_c)(exp(qV/kT) − 1), with the same ρ_c at zero bias, V(0)/I₀ at 1 mA would be about 10.1 Ω in one direction and 12.3 Ω in the other.

If the current were assumed to cross evenly and the layer's resistance were ignored, the estimate would be ρ_c/(WL) = 6.67 Ω, which is 60% of R_c. Conversely, multiplying the actual R_c by the contact area would overestimate ρ_c by a factor 11.05/6.67 = 1.66.

Lengthening the contact from 1.5 µm to 3 µm lowers R_c from 11.05 Ω to 10.05 Ω, a reduction of 9% for twice the area. At 5 µm the resistance is 10.00 Ω, the floor to this precision. Shortening is costly: R_c is 13.13 Ω at 1 µm and 21.64 Ω at 0.5 µm.

## Second half: the answer by adding slices, and what each route assumes

The contact has length L and width W. The layer under it has sheet resistance R_s, the interface has specific contact resistivity ρ_c, and L_T = √(ρ_c/R_s). Current I₀ enters at the front edge x = 0, the metal is at zero potential, and no current leaves the layer at x = L. The potential V(x) and the layer current I(x) obey

dV/dx = −R_s I/W,  dI/dx = −W V/ρ_c.

Their solution gave R_c = V(0)/I₀ = (R_s L_T/W) coth(L/L_T). The same law is now derived without solving for the potential.

### Growing the contact at its front edge

Let R(ℓ) be the resistance, from front edge to metal, of a contact of length ℓ. Keep the far end fixed and add a slice of length dℓ at the front. The slice does two things. Its layer puts a resistance R_s dℓ/W in the path of the incoming current. Its interface, of area W dℓ, offers a direct way into the metal with conductance W dℓ/ρ_c, in parallel with the old contact. Series resistances add and parallel conductances add, so

R(ℓ+dℓ) = R_s dℓ/W + 1/(1/R(ℓ) + W dℓ/ρ_c).

Write g = W dℓ/ρ_c for the small conductance. Then

1/(1/R + g) = R/(1 + gR) = R − gR² + terms of order g².

The expansion is allowed because, for any fixed ℓ > 0, R is finite and gR can be made as small as desired. Subtracting R(ℓ), dividing by dℓ and letting dℓ go to zero gives

dR/dℓ = R_s/W − W R²/ρ_c.   (9)

It makes no difference whether the interface of the slice is placed before or after its series resistance. In the other order the added resistance is also exposed to the parallel path, which changes the result by a product of two small quantities. Such a product disappears in the limit.

The two terms of (9) are in competition. Extra length adds layer resistance, which raises R, and extra interface area, which lowers it. They balance when R² = R_s ρ_c/W², that is, at

R_∞ = √(R_s ρ_c)/W = R_s L_T/W.

A contact that has this resistance keeps it when a slice is added. This is the long-contact floor, found here without a profile.

### Solving for the conductance

A contact of zero length has no interface, so its resistance is infinite, which is an awkward starting value. Its conductance G = 1/R is zero, which is a convenient one. Since dG/dℓ = −(1/R²) dR/dℓ, equation (9) becomes

dG/dℓ = W/ρ_c − (R_s/W) G²,  G(0) = 0.   (10)

Measure G in units of the long-contact conductance by writing G = h/R_∞ = h W/√(R_s ρ_c). The last term of (10) is then

(R_s/W) h² W²/(R_s ρ_c) = (W/ρ_c) h²,

so that

(W/√(R_s ρ_c)) dh/dℓ = (W/ρ_c)(1 − h²).

Multiply by √(R_s ρ_c)/W. On the right, √(R_s ρ_c)/ρ_c = √(R_s/ρ_c) = 1/L_T, and

dh/dℓ = (1 − h²)/L_T.   (11)

Separate the variables and use the partial fractions

1/(1 − h²) = (1/2)[1/(1 − h) + 1/(1 + h)].

Integration from ℓ = 0, where h = 0, gives

(1/2) ln[(1 + h)/(1 − h)] = ℓ/L_T.

Let u = ℓ/L_T. Exponentiation gives (1 + h)/(1 − h) = e^(2u). Multiplying out, 1 + h = e^(2u) − h e^(2u), so

h = (e^(2u) − 1)/(e^(2u) + 1) = tanh u.

The last step follows on dividing numerator and denominator by e^u. Therefore R = R_∞/h, and for ℓ = L

R_c = R_∞/tanh(L/L_T) = (R_s L_T/W) coth(L/L_T),

in agreement with the first derivation.

### How fast the floor is reached

In terms of exponentials,

coth u = (e^(2u) + 1)/(e^(2u) − 1) = 1 + 2/(e^(2u) − 1).

The excess of R_c over the floor, relative to the floor, is thus 2/(e^(2u) − 1). Setting it equal to a chosen fraction δ gives e^(2u) = 1 + 2/δ, or

L = (L_T/2) ln(1 + 2/δ).   (12)

For δ = 0.01 this is L = (L_T/2) ln 201 = 2.65 L_T. With the earlier values, L_T = 1 µm, a contact 2.65 µm long has a resistance about 1% above its floor of 10 Ω.

### Recovering the profiles

The slice argument also contains the current and the potential. At position x the part of the contact still ahead has length L − x. Seen from x it is simply a shorter contact, so V(x) = R(L−x) I(x). Insert this in the law for dI/dx:

dI/dx = −(W/ρ_c) R(L−x) I.

Since W R_∞/ρ_c = √(R_s ρ_c)/ρ_c = 1/L_T,

(1/I) dI/dx = −(1/L_T) coth[(L−x)/L_T].

The right side is the derivative of ln sinh[(L−x)/L_T] with respect to x: the logarithm supplies cosh/sinh and the inner function supplies −1/L_T. Integration from x = 0, where I = I₀, gives

I(x) = I₀ sinh[(L−x)/L_T]/sinh(L/L_T).

Multiplication by R(L−x) turns the sinh in the numerator into a cosh and restores the potential found in the first half.

### Where the heat is produced

The two terms of (9) suggest asking how R_c is divided between layer and interface. Heat gives a definite answer. A slice of layer produces heat at the rate (R_s dx/W) I², and its interface produces (W dx/ρ_c) V². With s = (L − x)/L_T and u = L/L_T, the integrals needed are

∫₀ᵘ sinh²s ds = (sinh u cosh u − u)/2,

∫₀ᵘ cosh²s ds = (sinh u cosh u + u)/2.

They follow from sinh²s = (cosh 2s − 1)/2, cosh²s = (cosh 2s + 1)/2 and sinh 2u = 2 sinh u cosh u. Since dx has magnitude L_T ds, the layer heat divided by I₀² is

P_layer/I₀² = (R_s L_T/W)(sinh u cosh u − u)/(2 sinh²u)
= (R_s L_T/2W)(coth u − u/sinh²u).   (13)

For the interface the factor in front is (W/ρ_c)(R_s L_T/W)² L_T = R_s² L_T³/(ρ_c W). Because R_s L_T² = ρ_c, this is again R_s L_T/W, and

P_int/I₀² = (R_s L_T/2W)(coth u + u/sinh²u).   (14)

The sum is R_c, as conservation of energy requires.

In a long contact u/sinh²u vanishes and the heat is shared equally. In a short one the interface dominates. There the current leaves almost evenly, so it falls linearly, I ≈ I₀(1 − x/L), and the layer heat is

(R_s/W) ∫₀ᴸ (1 − x/L)² dx = R_s L/(3W).

This is the origin of the factor 1/3 in the short-contact formula: it is the average of the square of a quantity that falls linearly from one to zero. The interface adds nothing at the same order. With sinh²u = u²(1 + u²/3 + …), the bracket in (14) is

(1/u + u/3) + (1/u)(1 − u²/3) + … = 2/u + …,

in which the terms linear in u cancel.

For the contact 1.5 µm long, u/sinh²u = 1.5/2.1293² = 0.331. The layer part is 5 Ω × (1.1048 − 0.331) = 3.87 Ω and the interface part is 5 Ω × (1.1048 + 0.331) = 7.18 Ω. The layer produces 35% of the heat. For a contact 0.2 µm long, R_s L/(3W) = 0.667 Ω, while the layer heat divided by I₀² is 0.663 Ω.

### What each derivation assumes

Both routes assume a steady current, a metal at one potential, no variation across the width, a far end that passes no current, and a layer thin enough to have one potential at each x. They differ in where ohmic behaviour and uniformity enter.

The first route begins with local laws. Ohmic conduction through the interface is used when the current density is written as V/ρ_c. If the interface instead obeyed a nonlinear law J(V), the same steps would give

d²V/dx² = R_s J(V),

which can still be solved with the same end conditions when J rises steadily and without limit with V, although the solution is in general no longer a hyperbolic function. If J instead levels off at a highest value J_s, the interface cannot pass more than W L J_s, and there is no solution for a larger I₀. If J falls over some range of V, the same current may be compatible with more than one potential.

The second route uses linearity earlier. It replaces the whole contact behind the new slice by one number R(ℓ), which is legitimate when the ratio of voltage to current does not depend on the current. With a nonlinear interface that ratio depends on how much current arrives, and (9) is no longer a closed equation for a function of length alone.

In return, the second route copes easily with materials that vary along the contact. The added slice has its own local values, so (9) remains true with R_s and ρ_c taken at distance ℓ from the far end. Rewritten for G as in (10), it is a first-order equation with the finite starting value G(0) = 0, and it can be stepped forward numerically. In the first route R_s can no longer be taken outside the derivative, and (3) is replaced by

d/dx[(1/R_s) dV/dx] = V/ρ_c,

with one condition at each end. In both routes uniformity gives a single transfer length and, with it, the simple dependence coth(L/L_T).

The end conditions correspond as well. The statement I(L) = 0 in the first route becomes G(0) = 0 in the second: a contact of no length offers no path to the metal.

### The shared assumption of a thin layer

Agreement between the derivations does not test what they have in common. The thickness t needs its own examination. Let y run from the insulating bottom of the layer, y = 0, to the interface, y = t, and let the layer have uniform bulk resistivity ρ = R_s t.

Suppose that the current along x is spread nearly evenly over the thickness, as it is when conditions change little over a distance t. Each level then gives up an equal share of the current leaving through the top. The vertical current density grows linearly from zero at the bottom to its value J at the interface:

j_y = J y/t.

Ohm's law gives ∂φ/∂y = −ρ J y/t for the potential φ. Integration from y up to t yields

φ(y) − φ(t) = ρ J (t² − y²)/(2t).

The average of t² − y² over the thickness is t² − t²/3 = 2t²/3. The mean potential therefore exceeds the potential just below the interface by

ρ J t/3 = R_s t² J/3.

The law for the current along the layer involves the mean potential V, while the interface feels the potential at the top, which equals ρ_c J. Hence

V = (ρ_c + R_s t²/3) J.   (15)

To leading order, thickness acts as an addition to ρ_c. Relative to ρ_c the addition is R_s t²/(3ρ_c) = t²/(3L_T²), so the simple formula for R_c requires t ≪ L_T. The end resistance of a long contact is more sensitive: it falls off as exp(−L/L_T), so a small relative change in L_T is multiplied by about 1 + L/L_T, the 1 coming from the factor L_T in front in (7). In a short contact the addition to ρ_c raises R_c by R_s t²/(3WL), which is small beside the second term of (8) only if t ≪ L. Equation (15) itself presumes that t is smaller than L, since otherwise the linear growth of j_y has no room to establish itself.

The effect on R_c follows from its dependence on ρ_c. Take the logarithm of R_c = √(R_s ρ_c) coth(u)/W. A small relative change ε in ρ_c changes ln √ρ_c by ε/2 and changes u by −uε/2. The derivative of ln coth u is −1/(sinh u cosh u). The relative change of R_c is therefore

(ε/2)[1 + u/(sinh u cosh u)].

Comparison with (14) shows that the factor multiplying ε is the interface's share of the heat. For L = 1.5 µm that share is 65%. A layer 0.2 µm thick has ε = 0.2²/3 = 0.0133, so R_c should rise by about 0.65 × 1.33% = 0.87%.

A two-dimensional conduction calculation was made for this layer at fixed R_s. It includes a strip of open layer in front of the metal, whose resistance is subtracted. The result is 11.14 Ω, which is about 0.8% above the simple formula. For t = 0.4 µm it is about 11.4 Ω, or 3.2% above. Doubling the thickness multiplies the excess by 3.9, close to the factor 4 expected of a quadratic error.

Using (15) in the coth law gives 11.14 Ω and 11.43 Ω, the second slightly above the two-dimensional value.

The coth law itself was tested against a chain of 3000 cells, each with a resistor for the layer and one for the interface, solved from Ohm's and Kirchhoff's laws; the values for six contact lengths stand side by side in the numerical output below.

Values computed for the example and the checks

```
Sheet resistance R_s = 100 ohm per square
Specific contact resistivity rho_c = 1.0e-06 ohm cm^2
Contact width W = 10.0 um, length L = 1.5 um
Current I0 = 1.0 mA
Transfer length L_T = 1.000 um = 1.000e-04 cm
L/L_T = 1.500
coth(L/L_T) = 1.1048
sinh(L/L_T) = 2.1293
R_s L_T/W = 10.000 ohm
Contact resistance R_c, formula = 11.0479 ohm
Contact resistance R_c, ladder = 11.0479 ohm
Naive rho_c/(L W) = 6.6667 ohm
Naive value / R_c = 0.6034
Long-contact floor = 10.0000 ohm
Front potential V(0) = 11.048 mV
Far-end potential V(L) = 4.696 mV
Far-end V(L)/I0 = 4.696 ohm
Fraction crossing within first L_T, L = 1.5 um: 0.7553
Same fraction, long contact (ladder): 0.6321
Layer heat / I0^2 = 3.8697 ohm
Interface heat / I0^2 = 7.1782 ohm
Layer share of heat = 35.03 percent
Length for R_c 1 percent above floor = 2.652 um
Ladder excess at that length = 1.000 percent
L (um) | R_c formula (ohm) | R_c ladder (ohm) | rho_c/(L W) (ohm)
0.2 | 50.6649 | 50.6649 | 50.0000
0.5 | 21.6395 | 21.6395 | 20.0000
1.0 | 13.1304 | 13.1304 | 10.0000
1.5 | 11.0479 | 11.0479 | 6.6667
3.0 | 10.0497 | 10.0497 | 3.3333
5.0 | 10.0009 | 10.0009 | 2.0000
Short contact L = 0.2 um: R_s L/(3W) = 0.6667 ohm
Short contact two-term sum = 50.6667 ohm
Short contact layer heat / I0^2 = 0.6631 ohm
Finite thickness, L = 1.5 um, R_s fixed:
t (um) | R_c 2D (ohm) | R_c corrected (ohm) | 2D excess (percent)
0.2 | 11.1405 | 11.1435 | 0.838
0.4 | 11.4059 | 11.4296 | 3.241
Ratio of the two excesses = 3.865
```
